\section*{Infinite-order two-component decoupling: the iteration and its first step}

\section{Definitions and conventions}

In a two-component relativistic Hamiltonian, electronic and negative-energy states can be decoupled to a low order in the potential or to infinite order. This guide treats the infinite-order choice as an iteration and shows what its first pass shares with the Douglas--Kroll--Hess (DKH) method.

Hartree atomic units are used, with the electron mass $m=1$ kept visible. For one electron in a potential $V$, the Dirac Hamiltonian is
\begin{equation}
H_D=\begin{pmatrix} V+mc^2 & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & V-mc^2\end{pmatrix}.
\end{equation}
In a finite basis of $M$ functions, let $\phi_i$ be the orthonormal combinations that diagonalize $p^2$, so that $\langle\phi_i|p^2|\phi_j\rangle=k_i^2\delta_{ij}$. This is the momentum eigenbasis. The lower components are expanded in $\chi_i=\boldsymbol\sigma\cdot\mathbf p\,\phi_i/k_i$. These are orthonormal because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and for the same reason $\langle\chi_i|c\,\boldsymbol\sigma\cdot\mathbf p|\phi_j\rangle=ck_i\delta_{ij}$. The Dirac matrix is therefore
\begin{equation}
\begin{pmatrix} V+mc^2 & ck\\ ck & \hat W-mc^2\end{pmatrix},\qquad
\hat W_{ij}=\frac{\langle\boldsymbol\sigma\cdot\mathbf p\,\phi_i|V|\boldsymbol\sigma\cdot\mathbf p\,\phi_j\rangle}{k_ik_j},
\end{equation}
with $k$ diagonal and $V$ now the matrix of the potential. A scalar-relativistic calculation keeps the spin-free part of $\hat W$; the algebra below is unchanged.

\section{Removing the free-particle coupling}

Without a potential, each $i$ gives a separate $2\times2$ problem. Define
\begin{equation}
E_i=\sqrt{c^2k_i^2+m^2c^4},\quad A_i=\sqrt{\frac{E_i+mc^2}{2E_i}},\quad B_i=\frac{ck_i}{E_i+mc^2}.
\end{equation}
Since $c^2k_i^2=(E_i-mc^2)(E_i+mc^2)$, we have $ck_iB_i=E_i-mc^2$. The free matrix acting on $(1,B_i)^T$ gives the upper entry $mc^2+ck_iB_i=E_i$ and the lower entry $ck_i-mc^2B_i=(E_i+mc^2)B_i-mc^2B_i=E_iB_i$. This vector thus has energy $E_i$; the orthogonal vector $(-B_i,1)^T$ has energy $-E_i$, because the trace is zero. Also $1+B_i^2=2E_i/(E_i+mc^2)=1/A_i^2$, so $A_i$ normalizes both.

The free-particle Foldy--Wouthuysen rotation has these vectors as rows:
\begin{equation}
U_0=\begin{pmatrix}A&AB\\-AB&A\end{pmatrix}.
\end{equation}
Multiplying out $U_0\,\mathrm{diag}(V,\hat W)\,U_0^T$ gives
\begin{align}
V_{11}&=AVA+AB\,\hat W\,AB, & V_{12}&=-AV\,AB+AB\,\hat WA,\\
V_{21}&=-AB\,VA+A\hat W\,AB, & V_{22}&=AB\,V\,AB+A\hat WA,
\end{align}
and the rotated Hamiltonian is
\begin{equation}
H=\begin{pmatrix}E+V_{11}&V_{12}\\V_{21}&-E+V_{22}\end{pmatrix},\qquad V_{12}=V_{21}^\dagger .
\end{equation}

What remains to be removed is $V_{21}$. A constant potential $v_0$ has $V=\hat W=v_0$ and gives $V_{21}=0$: a uniform potential does not mix free electronic and negative-energy states. For fixed $k$ and large $c$, $A\to1$ and $B\to k/(2mc)$, so $V_{21}\to(\hat Wk-kV)/(2mc)$.

\section{The equation for $R$ and its iteration}

Assume that the upper components $u$ of the $M$ positive-energy eigenvectors are linearly independent. Then one matrix $R$ gives all their lower components as $Ru$. The two rows of the eigenvalue equation are
\begin{align}
(E+V_{11}+V_{12}R)u&=\varepsilon u,\\
(V_{21}-ER+V_{22}R)u&=\varepsilon Ru .
\end{align}
Multiply the first by $R$ from the left and equate it to the second. The vectors $u$ span the space, so the matrices themselves must agree:
\begin{equation}
V_{21}-ER+V_{22}R=RE+RV_{11}+RV_{12}R .
\end{equation}
Collecting the terms with $E$ gives
\begin{equation}
ER+RE=V_{21}+V_{22}R-RV_{11}-RV_{12}R .
\label{eq:R}
\end{equation}
In the momentum eigenbasis $E$ is diagonal, and $(ER+RE)_{ij}=(E_i+E_j)R_{ij}$. Starting from $R^{(0)}=0$, one therefore repeats
\begin{equation}
R^{(n+1)}_{ij}=\frac{\bigl[V_{21}+V_{22}R^{(n)}-R^{(n)}V_{11}-R^{(n)}V_{12}R^{(n)}\bigr]_{ij}}{E_i+E_j}.
\label{eq:iter}
\end{equation}
Each pass needs a few matrix products and one elementwise division. No denominator is smaller than $2mc^2$. The first iterate is
\begin{equation}
R^{(1)}_{ij}=\frac{(V_{21})_{ij}}{E_i+E_j}.
\label{eq:R1}
\end{equation}
This is the amplitude of first-order perturbation theory for mixing the free state of energy $-E_i$ into that of energy $+E_j$, the denominator being $E_j-(-E_i)$.

\section{The first iterate and the DKH generator}

The first DKH step transforms $H\to UHU^\dagger$ with
\begin{equation}
U=\sqrt{1+W_1^2}+W_1,\qquad W_1^\dagger=-W_1,
\end{equation}
where $W_1$ has off-diagonal blocks alone. The root commutes with $W_1$, so $UU^\dagger=(1+W_1^2)-W_1^2=1$. The root is Hermitian if the norm of $W_1$ does not exceed 1.

Let $\beta=\mathrm{diag}(1,-1)$, and let $O$ contain $V_{12}$ and $V_{21}$. To first order in the potential $U=1+W_1$ and $U^\dagger=1-W_1$, so the off-diagonal part of $UHU^\dagger$ is $O+W_1\beta E-\beta EW_1$. Setting it to zero gives, for the lower-left block $w_{21}$ and the upper-right block $w_{12}$,
\begin{align}
V_{21}+w_{21}E+Ew_{21}&=0 &&\Rightarrow& (w_{21})_{ij}&=-\frac{(V_{21})_{ij}}{E_i+E_j},\\
V_{12}-w_{12}E-Ew_{12}&=0 &&\Rightarrow& (w_{12})_{ij}&=\frac{(V_{12})_{ij}}{E_i+E_j}.
\end{align}
The signs differ because $\beta E$ is $+E$ in the upper block and $-E$ in the lower one. Comparison with \eqref{eq:R1}, using $V_{12}=V_{21}^\dagger$, yields
\begin{equation}
W_1=\begin{pmatrix}0&R^{(1)\dagger}\\-R^{(1)}&0\end{pmatrix}.
\label{eq:W1}
\end{equation}

This is the precise sense in which the first iterate equals the DKH generator: $R^{(1)}$ is one block, and $W_1$ is the anti-Hermitian matrix built from it. With the convention $H\to U^\dagger HU$ the sign of $W_1$ reverses. If the lower component is expressed without the factor $\boldsymbol\sigma\cdot\mathbf p/|\mathbf p|$ contained in $\chi_i$, that factor appears in the blocks of $W_1$; it commutes with $E$ and leaves the denominators unchanged.

The full decoupling is achieved by
\begin{equation}
U_R=\begin{pmatrix}N&NR^\dagger\\-N'R&N'\end{pmatrix},\quad
N=(1+R^\dagger R)^{-1/2},\quad N'=(1+RR^\dagger)^{-1/2}.
\end{equation}
Each row is normalized by $N$ or $N'$, and the two rows are orthogonal because $-NR^\dagger N'+NR^\dagger N'=0$. The lower-left block of $U_RHU_R^\dagger$ is
\begin{equation}
N'\bigl[V_{21}+V_{22}R-RV_{11}-RV_{12}R-(ER+RE)\bigr]N,
\label{eq:odd}
\end{equation}
which vanishes by \eqref{eq:R}. Since $N$ and $N'$ differ from 1 in second order, $U_R=1+W_1+O(V^2)$, in agreement with \eqref{eq:W1}.

\section{What a given level of decoupling delivers}

For any iterate, the electronic Hamiltonian is the upper-left block
\begin{equation}
h=N\begin{pmatrix}1&R^\dagger\end{pmatrix}H\begin{pmatrix}1\\R\end{pmatrix}N .
\label{eq:h}
\end{equation}

\subsection{Order of the error}

Let $\delta_n=R^{(n)}-R$. Subtracting \eqref{eq:R} from \eqref{eq:iter} gives
\begin{equation}
E\delta_{n+1}+\delta_{n+1}E=V_{22}\delta_n-\delta_nV_{11}-R^{(n)}V_{12}\delta_n-\delta_nV_{12}R .
\end{equation}
Each term on the right carries at least one more power of the potential than $\delta_n$. As $\delta_0=-R$ is of first order, $\delta_n=O(V^{n+1})$.

The block left uncancelled by $R^{(n)}$, call it $Y$, is \eqref{eq:odd} with $R^{(n)}$ inserted. By \eqref{eq:iter} its bracket equals $E\Delta+\Delta E$ with $\Delta=R^{(n+1)}-R^{(n)}$, so $Y=O(V^{n+1})$. Removing $Y$ requires a further matrix $R'=O(Y)$, which changes $h$ to $h+Y^\dagger R'$, apart from a normalization that differs from 1 by $O(Y^2)$. The energies thus change by $O(Y^2)=O(V^{2n+2})$: iterate $n$ gives them correctly through order $2n+1$. In a random Hermitian model the numerical check finds error orders 1.997, 3.997 and 6.010 for $n=0,1,2$, against the predicted 2, 4 and 6.

\subsection{Sign of the error}

Equation \eqref{eq:h} is $H$ restricted to an $M$-dimensional subspace. By the min--max principle, the $k$th highest eigenvalue of a restricted Hermitian matrix cannot exceed the $k$th highest of the full one. The $M$ highest eigenvalues of $H$ are the electronic ones. Incomplete decoupling through \eqref{eq:h} therefore places each level at or below its Dirac value in the same basis.

\subsection{Second-order DKH}

Expand \eqref{eq:h} to second order, with $N=1-\tfrac12R^\dagger R$ and $R=R^{(1)}$. The second-order part is
\begin{equation}
V_{12}R+R^\dagger V_{21}-R^\dagger ER-\tfrac12(R^\dagger RE+ER^\dagger R).
\end{equation}
Inserting $V_{21}=ER+RE$ and its adjoint $V_{12}=R^\dagger E+ER^\dagger$ gives
\begin{equation}
V_{12}R+R^\dagger V_{21}=2R^\dagger ER+ER^\dagger R+R^\dagger RE .
\end{equation}
The terms subtracted are half of this sum, so
\begin{equation}
h_{\rm DKH2}=E+V_{11}+\tfrac12\bigl(V_{12}R^{(1)}+R^{(1)\dagger}V_{21}\bigr).
\end{equation}
Its error is of third order. It uses the same $R^{(1)}$ as the first iterate, but it is a truncated series and not a restriction of $H$; the min--max result, that no level exceeds its Dirac value, does not apply to it.

For light elements the distinction matters little. With fixed $k$, $V_{21}$ scales as $1/c$ and the denominators as $c^2$, so the correction to $E+V_{11}$ scales as $c^{-4}$ as long as all $k_i\ll mc$. For s states at a point nucleus, $V_{21}$ acts like $\nabla V/(2mc)\sim Z/(cr^2)$, and $\int r^{-4}r^2\,dr$ is cut off only at $r\sim1/(mc)$; a basis with such tight functions therefore gives $c^{-3}$, which is still of higher order than $c^{-2}$. The leading relativistic terms, of order $c^{-2}$, are already present at $R=0$.

\section{When the iteration converges}

\subsection{A bounded potential}

The inverse of $R\mapsto ER+RE$ is $X\mapsto\int_0^\infty e^{-tE}Xe^{-tE}\,dt$, because the integral divides each element by $E_i+E_j$. As $E\ge mc^2$, its norm is at most $\int_0^\infty e^{-2tmc^2}dt=1/(2mc^2)$.

A constant added to the potential leaves $V_{12}$ and $V_{21}$ unchanged and cancels in $V_{22}R-RV_{11}$. The potential may therefore be centred, so that its norm is $v$, half the spread of its eigenvalues. Let $q=v/(2mc^2)$. If $\|R\|\le r$, the next iterate has norm at most $q(1+r)^2$. The ball is mapped into itself when $r=q(1+r)^2$, whose smaller solution is
\begin{equation}
1+r=\frac{1-\sqrt{1-4q}}{2q},\qquad q<\tfrac14 .
\end{equation}
For two matrices in the ball differing by $D$, the numerators differ by $V_{22}D-DV_{11}$ and two terms, each bounded by $rv\|D\|$. The distance thus shrinks at least by the factor $2q(1+r)=1-\sqrt{1-4q}<1$. So $v<mc^2/2$ guarantees convergence.

It also guarantees the electronic solution. Scale the potential up from zero: $R$ starts at 0, which belongs to the positive energies, and changes continuously. The two groups of eigenvalues stay above $mc^2-v$ and below $-mc^2+v$, so no level can change group.

\subsection{A nuclear Coulomb potential}

Near a point nucleus $v$ grows with the tightest basis function, and the condition above can fail badly. The kinetic energy grows as well: compressing a function by a factor $s$ multiplies both $\langle Z/r\rangle$ and its momentum by $s$. The useful comparison is therefore of $V$ with $E$.

Suppose $0\le-V_{11}\le bE$ and $0\le-V_{22}\le bE$. The linear part of the map has eigenvalues $\mu$ defined by $V_{22}D-DV_{11}=\mu(ED+DE)$. Multiply by $D^\dagger$ and take the trace:
\begin{equation}
\mu=\frac{\mathrm{Tr}\,D^\dagger V_{22}D-\mathrm{Tr}\,DV_{11}D^\dagger}{\mathrm{Tr}\,D^\dagger ED+\mathrm{Tr}\,DED^\dagger}.
\end{equation}
The first term of the numerator lies between $-b\,\mathrm{Tr}\,D^\dagger ED$ and 0, the second between 0 and $b\,\mathrm{Tr}\,DED^\dagger$. Hence $|\mu|\le b$.

Including the quadratic term, a small deviation $D$ from the solution becomes, after one pass,
\begin{equation}
D_{ij}\mapsto\frac{[(V_{22}-RV_{12})D-D(V_{11}+V_{12}R)]_{ij}}{E_i+E_j}.
\end{equation}
If the largest eigenvalue modulus $\rho$ of this map is below 1, the iteration converges from any start close enough to the solution. If $\rho>1$, a general small deviation grows and the iteration fails, although $R$ itself still exists. It can then be built from the positive-energy eigenvectors of $H$, as the matrix of lower components times the inverse of the matrix of upper ones.

\section{Worked example: the 1s level of Pt$^{77+}$}

This one-electron ion has $Z=78$ and $mc^2=18778.87$ hartree. The nucleus is a point, and the basis has 22 s-type Gaussians with exponents from 30 to $4.66\times10^8$ bohr$^{-2}$. Finite nuclear size, recoil and quantum-electrodynamic corrections are omitted, so the digits below serve to compare decoupling levels and are not predictions of a measured energy.

Momentum functions 1 and 6 have $k_1=8.1403$ and $k_6=104.1772$ bohr$^{-1}$, with $E_1=18811.97$ and $E_6=23589.20$ hartree. Equation \eqref{eq:R1} gives
\begin{equation}
R^{(1)}_{61}=\frac{24.82081}{23589.20+18811.97}=5.854\times10^{-4},
\end{equation}
and the converged value is $5.872\times10^{-4}$. Some elements change much more: $R_{11,6}$ goes from $3.857\times10^{-3}$ to $3.210\times10^{-3}$, a drop of 17\% relative to the first iterate. The norm of $R^{(1)}$, and hence of $W_1$, is 0.097, so the DKH root is well defined.

The 1s energies, without $mc^2$, and their errors relative to the Dirac matrix in the same basis are, in hartree:
\begin{center}
\begin{tabular}{lrr}
Level & Energy & Error\\
$R^{(0)}=0$ & $-3474.398$ & $-135.606$\\
$R^{(1)}$ & $-3340.754$ & $-1.963$\\
$R^{(2)}$ & $-3339.230$ & $-0.438$\\
$R^{(4)}$ & $-3338.810$ & $-0.019$\\
$R^{(6)}$ & $-3338.792$ & $-0.001$\\
Converged & $-3338.791$ & $0.000$\\
DKH2 & $-3331.125$ & $+7.667$
\end{tabular}
\end{center}

The converged energy is $-90.85$ keV. The nonrelativistic value is $-Z^2/2=-3042.0$ hartree, so the relativistic shift is $-3338.8+3042.0=-296.8$ hartree. Relative to its size, the error is 46\% without decoupling, 2.6\% for DKH2 and 0.7\% for the first iterate. The iterates lie below the Dirac value, as derived; DKH2 lies above it here.

The analytic point-nucleus energy is $-3338.815$ hartree, 0.023 below the matrix Dirac value. This is the error of the finite basis, which better decoupling cannot remove. At $R^{(4)}$ the decoupling error of $-0.019$ hartree nearly cancels it, so closeness to the analytic energy is no evidence of complete decoupling.

Half the spread of the potential is $89\,mc^2$, far above the limit of $0.5\,mc^2$, yet the iteration converges. The relative bound is $b=0.597$, and $\rho=0.561$. The last ten passes reduced the increments by a mean factor of 0.540, close to $\rho$. The norm of the increment fell below $10^{-12}$ after 36 passes.

\section{Choosing the setting}

\begin{itemize}
\item For heavy elements, and where core levels matter, choose infinite order. In the example DKH2 misses the 1s level by 7.7 hartree. That figure belongs to a core level of one ion; it is not an estimate for valence energy differences, in which core errors may largely cancel.
\item Judge convergence by the change in $R$. Near the solution an increment of norm $d$ leaves a remaining error of $d|\mu|/|1-\mu|$ if one mode with eigenvalue $\mu$ dominates; this is at most $d\rho/(1-\rho)$, and only $d\rho/(1+\rho)$ if $\mu=-\rho$. Energy errors are quadratic in the error of $R$, so energies settle first: the 1s level is within $10^{-3}$ hartree of its limit by the eighth pass.
\item The increments may grow for a few passes even when $\rho<1$, but if they fail to decrease over many passes, stop iterating. Use the eigenvector construction of $R$.
\item Do not attribute a remaining discrepancy to decoupling before testing the basis. Infinite order reproduces the Dirac matrix of the chosen basis and potential, with that basis's errors.
\item Transform property operators too. An expectation value is preserved if $X$ is replaced by $U_RU_0XU_0^TU_R^\dagger$; using the untransformed $X$ with two-component orbitals introduces a picture-change error.
\item Ask which potential enters $V$. Decoupling is complete for that potential alone. If it contains the nuclear attraction but not the electron repulsion, the relativistic transformation of the repulsion is missing at any order of this setting.
\end{itemize}

The numerical check tests \eqref{eq:W1} by differentiating the full decoupling unitary with respect to the strength of the potential, and the converged $R$ against the Dirac eigenvectors.

\section*{Calculated quantities}
\begin{verbatim}
RANDOM MODEL (rest energy = 1)
norm of V / rest energy: 0.400
contraction bound: 0.5528; largest observed: 0.0926
order of odd part after W1: 2.001
same with sign of W1 reversed: 1.000
order of energy error, iterate 0: 1.997
order of energy error, iterate 1: 3.997
order of energy error, iterate 2: 6.010
order of DKH2 Hamiltonian error: 2.999
PT77+, s1/2 STATES
Z = 78; c = 137.035999 a.u.; mc^2 = 18778.8651 hartree
Gaussians: 22; ratio 2.2; smallest exponent 30.0 bohr^-2
largest exponent: 4.6558e+08 bohr^-2
i=1: k = 8.1403 bohr^-1, E_i = 18811.9685 hartree
i=6: k = 104.1772 bohr^-1, E_i = 23589.2043 hartree
i=11: k = 753.1519 bohr^-1, E_i = 104903.4260 hartree
(1,1): V21 = 5.56033 hartree, R1 = 0.00014779, R = 0.00014813
(6,6): V21 = 276.15872 hartree, R1 = 0.00585350, R = 0.00615511
(6,1): V21 = 24.82081 hartree, R1 = 0.00058538, R = 0.00058724
(11,6): V21 = 495.54233 hartree, R1 = 0.00385658, R = 0.00320993
spectral norm of R1: 0.097482
spectral norm of converged R: 0.101756
max |R1 + W1 lower-left block|: 3.6e-16
max |R - R from eigenvectors|: 6.1e-14
1s energies without mc^2, and difference from matrix Dirac:
iterate 0: -3474.39752 hartree, -135.60634 hartree
iterate 1: -3340.75442 hartree, -1.96324 hartree
iterate 2: -3339.22950 hartree, -0.43832 hartree
iterate 3: -3338.86249 hartree, -0.07132 hartree
iterate 4: -3338.81012 hartree, -0.01894 hartree
iterate 6: -3338.79243 hartree, -0.00126 hartree
iterate 8: -3338.79127 hartree, -0.00009 hartree
converged: -3338.79118 hartree
DKH2: -3331.12450 hartree, 7.66667 hartree
matrix Dirac: -3338.79118 hartree
analytic point-nucleus Dirac: -3338.81461 hartree
nonrelativistic -Z^2/2: -3042.0 hartree
converged 1s energy: -90.8531 keV
passes to increment below 1e-12: 36
mean factor per pass, last ten: 0.5400
spectral radius at the solution: 0.5613
spectral radius, linear part only: 0.5541
relative bound b of -V11, -V22 by E: 0.5966
half-spread of V / mc^2: 89.045 (bound needs < 0.5)
\end{verbatim}
